# Isotropic etching of a height profile as a lower envelope of circles: a program that tests the result

```python
# Result under test: a surface z = h0(x), solid below and gas above, etched along
# its normal at constant rate R for a time t, has the height
#   h(x,t) = min over |x-y| <= r of [ h0(y) - sqrt(r^2 - (x-y)^2) ],  r = R t,
# the pointwise minimum of lower semicircles centred on the initial surface.
# Symbols: A amplitude, lam period, k wavenumber, rho crest radius of curvature,
# ell length in a curvature-dependent rate R(1 + ell*curvature). Lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.ndimage import distance_transform_edt
from scipy.optimize import brentq

lam, A = 200.0, 25.0
rate_min = 200.0
R = rate_min / 60.0
k = 2 * np.pi / lam
rho = 1 / (A * k**2)


def ripple(x):
    return A * np.cos(k * x)


def ripple_slope(x):
    return -A * k * np.sin(k * x)


def uneven(x):
    return A * np.cos(k * x) + 0.4 * A * np.sin(2 * k * x + 0.7)


def hopf_lax(profile, x, r, n=4001):
    angle = np.linspace(-np.pi / 2, np.pi / 2, n)
    x = np.atleast_1d(x)
    y = x[:, None] - r * np.sin(angle)[None, :]
    return np.min(profile(y) - r * np.cos(angle)[None, :], axis=1)


def solve_pde(profile, dx, r, ell=0.0):
    """Finite differences for dh/dr = -sqrt(1+h_x^2) + ell*h_xx/(1+h_x^2)."""
    x = np.arange(int(round(lam / dx))) * dx
    h = profile(x)
    steps = int(np.ceil(r * (1 / dx + 2 * ell / dx**2) / 0.8))
    dr = r / steps
    for _ in range(steps):
        left = (h - np.roll(h, 1)) / dx
        right = np.roll(left, -1)
        if ell == 0.0:
            p = np.maximum(np.maximum(left, 0), np.maximum(-right, 0))
            h = h - dr * np.sqrt(1 + p * p)
        else:
            p = 0.5 * (left + right)
            bend = (right - left) / dx
            h = h + dr * (-np.sqrt(1 + p * p) + ell * bend / (1 + p * p))
    return x, h


r60 = R * 60.0

# Support-line representation of sqrt(1+p^2), by direct maximization
v = np.linspace(-1, 1, 400001)
for p in (-2.0, -0.3, 0.0, 0.8, 1.7):
    assert abs(np.max(p * v + np.sqrt(1 - v * v)) - np.sqrt(1 + p * p)) < 1e-8

# Formula against a monotone solution of the differential equation
pde_errors = []
for dx in (1.0, 0.5, 0.25):
    x, h = solve_pde(uneven, dx, r60)
    pde_errors.append(np.max(np.abs(h - hopf_lax(uneven, x, r60))))
assert pde_errors[2] < 0.5
assert pde_errors[2] < 0.7 * pde_errors[1] < 0.7 * 0.7 * pde_errors[0] * 1.2

# Formula against the distance of every pixel from the initial gas region
pixel = 0.5
xp = np.arange(-1.5 * lam + pixel / 2, 1.5 * lam, pixel)
zp = np.arange(-r60 - 2 * A, 2 * A, pixel)
solid = zp[:, None] < uneven(xp)[None, :]
etched = distance_transform_edt(solid) * pixel <= r60
assert np.all(etched[1:] >= etched[:-1])  # no overhang
middle = np.abs(xp) < lam / 2
pixel_height = zp[np.argmax(etched, axis=0)][middle]
pixel_gap = pixel_height - hopf_lax(uneven, xp[middle], r60)
assert pixel_gap.min() > -0.01 and pixel_gap.max() < 2.5 * pixel

# Parallel curve: on the surface before the cusp, partly above it afterwards
y = np.linspace(-lam / 2, lam / 2, 801)
norm = np.sqrt(1 + ripple_slope(y)**2)


def parallel_gap(r):
    xc = y + r * ripple_slope(y) / norm
    return ripple(y) - r / norm - hopf_lax(ripple, xc, r)


assert np.max(np.abs(parallel_gap(0.9 * rho))) < 1e-3
late_gap = parallel_gap(r60)
assert late_gap.min() > -1e-3 and late_gap.max() > 1.0
for factor, monotone in ((0.99, True), (1.01, False)):
    xc = y + factor * rho * ripple_slope(y) / norm
    assert bool(np.all(np.diff(xc) > 0)) == monotone

# Etching in two stages equals etching in one
xg = np.arange(0, lam, 0.1)
first = hopf_lax(uneven, xg, 0.35 * r60)


def first_profile(x):
    return np.interp(x, xg, first, period=lam)


xt = np.linspace(0, lam, 101)
stage_gap = np.max(np.abs(hopf_lax(first_profile, xt, 0.65 * r60)
                          - hopf_lax(uneven, xt, r60)))
assert stage_gap < 5e-3

# V groove with unit slopes: arc plus flanks; the sharp V goes too deep
xv = np.linspace(-2, 2, 201)
arc_and_flanks = np.where(np.abs(xv) < 1 / np.sqrt(2),
                          -np.sqrt(np.maximum(1 - xv**2, 0)),
                          np.abs(xv) - np.sqrt(2))
assert np.max(np.abs(hopf_lax(np.abs, xv, 1.0) - arc_and_flanks)) < 1e-3
ys = np.linspace(-3, 3, 60001)
v_distance = np.min(np.hypot(ys, np.abs(ys) + np.sqrt(2)))
assert v_distance > 1.4

# Crest at 60 s from the stationary circle, solved by root finding


def stationary(yc):
    return A * k * np.sin(k * yc) - yc / np.sqrt(r60**2 - yc**2)


y_star = brentq(stationary, 1.0, lam / 2)
drop = np.sqrt(r60**2 - y_star**2)
crest60 = ripple(y_star) - drop
assert abs(crest60 - hopf_lax(ripple, 0.0, r60)[0]) < 1e-3

# Late-time smoothing
r_late = 20 * lam
crest_late, valley_late = hopf_lax(ripple, np.array([0, lam / 2]), r_late, 80001)
pv_late = crest_late - valley_late
law_late = lam**2 / (8 * (r_late + rho))
simple_late = lam**2 / (8 * r_late)
assert abs(pv_late / law_late - 1) < 1e-3
assert abs(pv_late / simple_late - 1) < 0.02

# Neglected effect: shadowing with diffuse re-emission in one groove
stick = 0.05


def groove_flux(n):
    x = (np.arange(n) + 0.5) * lam / n
    z, s = ripple(x), ripple_slope(x)
    q = np.sqrt(1 + s * s)
    dx = x[None, :] - x[:, None]
    dz = z[None, :] - z[:, None]
    dist = np.hypot(dx, dz) + np.eye(n)
    cos_i = (-s[:, None] * dx + dz) / (q[:, None] * dist)
    cos_j = (s[None, :] * dx - dz) / (q[None, :] * dist)
    seen = (cos_i > 0) & (cos_j > 0)
    for f in np.linspace(0, 1, 42)[1:-1]:
        seen &= z[:, None] + f * dz >= ripple(x[:, None] + f * dx) - 1e-9
    view = np.where(seen, cos_i * cos_j / (2 * dist), 0) * (q * lam / n)[None, :]
    # sky share found separately from the horizon angles
    xs = np.linspace(-lam, 2 * lam, 6001)
    run = xs[None, :] - x[:, None]
    elev = np.arctan2(ripple(xs)[None, :] - z[:, None], np.abs(run))
    right = np.max(np.where(run > 1e-6, elev, -2), axis=1)
    left = np.max(np.where(run < -1e-6, elev, -2), axis=1)
    tilt = -np.arctan(s)
    sky = 0.5 * (np.sin(np.pi / 2 - right - tilt)
                 + np.sin(np.pi / 2 - left + tilt))
    closure = np.max(np.abs(view.sum(axis=1) + sky - 1))
    source = 1 - view.sum(axis=1)
    flux = np.linalg.solve(np.eye(n) - (1 - stick) * view, source)
    return flux[n // 2], flux[0], sky[n // 2], closure


valley_flux, crest_flux, valley_sky, closure = groove_flux(400)
coarse_valley, coarse_crest, _, _ = groove_flux(200)
assert closure < 0.01
assert valley_flux < crest_flux
deficit = 1 - valley_flux / crest_flux
deficit_shift = abs(deficit - (1 - coarse_valley / coarse_crest))

# Neglected effects: curvature-dependent rate, gas collisions, temperature
T, surface_energy, atom_volume = 300.0, 1.5, 0.020
pressure, cross_section, barrier = 0.2, 0.5, 0.1
kT = const.k * T
ell = surface_energy * atom_volume * 1e-27 / kT * 1e9
free_path = kT / (np.sqrt(2) * cross_section * 1e-18
                  * pressure * const.torr) * 1e6
per_kelvin = 100 * barrier * const.e / (kT * T)
curved_pv, gaps = [], []
for fraction in (1.0, 0.1, 0.05):
    x, h = solve_pde(ripple, 0.5, r60, fraction * ell)
    curved_pv.append(np.ptp(h))
    gaps.append(np.max(np.abs(h - hopf_lax(ripple, x, r60))))
assert gaps[0] > gaps[1] > gaps[2]
_, h_coarse = solve_pde(ripple, 1.0, r60, 0.1 * ell)
curved_shift = abs(np.ptp(h_coarse) - curved_pv[1])

print(f"Period {lam:.0f} nm, amplitude {A:.0f} nm, rate {rate_min:.0f} nm/min")
print(f"Rate: {R:.4f} nm/s")
print(f"Initial peak-to-valley height: {2 * A:.1f} nm")
print(f"Largest initial slope: {A * k:.4f} (no unit)")
print(f"Crest (and valley) radius of curvature: {rho:.2f} nm")
print(f"Cusp time: {rho / R:.2f} s")
for t in (6.0, rho / R, 60.0, 240.0):
    r = R * t
    crest, valley = hopf_lax(ripple, np.array([0, lam / 2]), r, 40001)
    assert abs(valley - (-A - r)) < 1e-3
    print(f"t = {t:.2f} s: circle radius {r:.2f} nm, crest {crest:.2f} nm,")
    print(f"   valley {valley:.2f} nm, peak-to-valley {crest - valley:.2f} nm")
    if r >= lam / 2:
        bound = r - np.sqrt(r * r - lam**2 / 4)
        assert crest - valley <= bound + 1e-3
        print(f"   upper bound on peak-to-valley {bound:.2f} nm")
        print(f"   late-time law with rho {lam**2 / (8 * (r + rho)):.2f} nm")
print(f"60 s crest: circle centre at x = +/-{y_star:.3f} nm")
print(f"   centre height {ripple(y_star):.3f} nm, drop {drop:.3f} nm")
print(f"   crest height {crest60:.3f} nm")
print(f"   parallel curve from old crest {A - r60:.2f} nm (false branch)")
print(f"Late test, radius {r_late:.0f} nm: peak-to-valley {pv_late:.4f} nm")
print(f"   law with rho {law_late:.4f} nm, without rho {simple_late:.4f} nm")
print("PDE minus formula, largest gap at 60 s, uneven profile:")
print("   mesh 1, 0.5, 0.25 nm: "
      + ", ".join(f"{e:.3f}" for e in pde_errors) + " nm")
print(f"Distance map, pixel {pixel} nm: largest gap {pixel_gap.max():.3f} nm")
print(f"Two-stage minus one-stage etch: {stage_gap:.1e} nm")
print(f"V groove, unit slopes, r = 1: sharp-V tip is {v_distance:.4f} r from gas")
print(f"Rough inputs: reaction probability {stick}, pressure {pressure} Torr,")
print(f"   cross-section {cross_section} nm2, temperature {T:.0f} K,")
print(f"   surface energy {surface_energy} J/m2, atom volume {atom_volume} nm3,")
print(f"   activation energy {barrier} eV")
print(f"Mean free path: {free_path:.0f} um")
print(f"Open-sky share at valley: {valley_sky:.3f} (no unit)")
print(f"Valley flux deficit against crest: {100 * deficit:.2f} %")
print(f"   shift on halving the mesh: {100 * deficit_shift:.3f} %-points")
print(f"   depth effect over 60 s, shape held: {deficit * r60:.2f} nm")
print(f"Curvature length, upper estimate: {ell:.2f} nm")
print(f"   rate change at initial crest: {100 * ell / rho:.1f} %")
print(f"   60 s peak-to-valley, full length: {curved_pv[0]:.2f} nm")
print(f"   60 s peak-to-valley, tenth of it: {curved_pv[1]:.2f} nm")
print(f"   mesh shift of the latter (1 to 0.5 nm): {curved_shift:.3f} nm")
print(f"   largest profile gap, full, 1/10, 1/20: "
      + ", ".join(f"{g:.2f}" for g in gaps) + " nm")
print(f"Rate sensitivity to temperature: {per_kelvin:.2f} % per K")
print("finished without a failed check")
```

Output:

```
Period 200 nm, amplitude 25 nm, rate 200 nm/min
Rate: 3.3333 nm/s
Initial peak-to-valley height: 50.0 nm
Largest initial slope: 0.7854 (no unit)
Crest (and valley) radius of curvature: 40.53 nm
Cusp time: 12.16 s
t = 6.00 s: circle radius 20.00 nm, crest 5.00 nm,
   valley -45.00 nm, peak-to-valley 50.00 nm
t = 12.16 s: circle radius 40.53 nm, crest -15.53 nm,
   valley -65.53 nm, peak-to-valley 50.00 nm
t = 60.00 s: circle radius 200.00 nm, crest -203.54 nm,
   valley -225.00 nm, peak-to-valley 21.46 nm
   upper bound on peak-to-valley 26.79 nm
   late-time law with rho 20.79 nm
t = 240.00 s: circle radius 800.00 nm, crest -819.03 nm,
   valley -825.00 nm, peak-to-valley 5.97 nm
   upper bound on peak-to-valley 6.27 nm
   late-time law with rho 5.95 nm
60 s crest: circle centre at x = +/-80.945 nm
   centre height -20.652 nm, drop 182.888 nm
   crest height -203.540 nm
   parallel curve from old crest -175.00 nm (false branch)
Late test, radius 4000 nm: peak-to-valley 1.2377 nm
   law with rho 1.2375 nm, without rho 1.2500 nm
PDE minus formula, largest gap at 60 s, uneven profile:
   mesh 1, 0.5, 0.25 nm: 0.401, 0.202, 0.102 nm
Distance map, pixel 0.5 nm: largest gap 0.590 nm
Two-stage minus one-stage etch: 1.0e-04 nm
V groove, unit slopes, r = 1: sharp-V tip is 1.4142 r from gas
Rough inputs: reaction probability 0.05, pressure 0.2 Torr,
   cross-section 0.5 nm2, temperature 300 K,
   surface energy 1.5 J/m2, atom volume 0.02 nm3,
   activation energy 0.1 eV
Mean free path: 220 um
Open-sky share at valley: 0.869 (no unit)
Valley flux deficit against crest: 0.77 %
   shift on halving the mesh: 0.000 %-points
   depth effect over 60 s, shape held: 1.55 nm
Curvature length, upper estimate: 7.24 nm
   rate change at initial crest: 17.9 %
   60 s peak-to-valley, full length: 9.71 nm
   60 s peak-to-valley, tenth of it: 20.27 nm
   mesh shift of the latter (1 to 0.5 nm): 0.017 nm
   largest profile gap, full, 1/10, 1/20: 11.57, 1.28, 0.64 nm
Rate sensitivity to temperature: 1.29 % per K
finished without a failed check
```
